# Linear Jahn–Teller Coupling in the Tetrahedral Ground State of CH4+: verification in Python

```python
"""Linear Jahn-Teller coupling of the 2T2 state of tetrahedral CH4+.

Result under test: the symmetric square of T2 contains E and T2 once each,
so e and t2 vibrations couple linearly to the hole states x, y, z through
  e : F_E*diag(1/2,1/2,-1), F_E*(sqrt3/2)*diag(-1,1,0);  t2 : F_T*|eps_kij|.
These matrices are traceless: a non-zero F makes the lowest sheet fall
linearly. Symmetry does not fix F; RHF and UHF calculations supply it.
W[c] = derivative of the 3x3 hole Hamiltonian along nuclear coordinate c.
Atomic units inside; eV and angstrom in most of the output.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
rng = np.random.default_rng(4)
EV = sc.physical_constants['Hartree energy in eV'][0]
BOHR = sc.physical_constants['Bohr radius'][0]
ANG = BOHR * 1e10
CM = sc.physical_constants['hartree-inverse meter relationship'][0] / 100
AMU = sc.atomic_mass / sc.m_e

# ---------- the group, built from the tetrahedron itself ----------
vertices = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
group, D = [], []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        g = np.diag(signs) @ np.eye(3)[list(perm)]
        image = [[int(np.allclose(g @ v, w)) for v in vertices]
                 for w in vertices]
        if np.sum(image) == 4:
            big = np.zeros((15, 15))
            big[:3, :3] = g
            big[3:, 3:] = np.kron(np.array(image), g)
            group.append(g)
            D.append(big)
group, D = np.array(group), np.array(D)
assert len(group) == 24
det = np.round(np.linalg.det(group))
vec = np.trace(group, axis1=1, axis2=2)
chi = {'A1': np.ones(24), 'A2': det,
       'E': np.trace(abs(group), axis1=1, axis2=2) - 1,
       'T1': det * vec, 'T2': vec}
table = np.array(list(chi.values()))
assert np.allclose(table @ table.T / 24, np.eye(5))


def reduce_character(c):
    return dict(zip(chi, np.round(table @ c / 24, 9).astype(int).tolist()))


vec_of_square = np.array([np.trace(g @ g) for g in group])
sym_square = reduce_character((vec**2 + vec_of_square) / 2)
anti_square = reduce_character((vec**2 - vec_of_square) / 2)
all_motion = reduce_character(np.trace(D, axis1=1, axis2=2))
vibrations = reduce_character(np.trace(D, axis1=1, axis2=2) - vec - det * vec)
assert sym_square == {'A1': 1, 'A2': 0, 'E': 1, 'T1': 0, 'T2': 1}
assert anti_square == {'A1': 0, 'A2': 0, 'E': 0, 'T1': 1, 'T2': 0}
assert vibrations == {'A1': 1, 'A2': 0, 'E': 1, 'T1': 0, 'T2': 2}
proj = {k: np.einsum('g,gij->ij', chi[k], D) * chi[k][
    np.argmax(vec)] / 24 for k in chi}

# group average of arbitrary symmetric couplings must give the stated forms
abs_eps = np.array([[[float(len({k, i, j}) == 3) for j in range(3)]
                     for i in range(3)] for k in range(3)])
form_e = np.array([np.diag([.5, .5, -1]),
                   np.sqrt(3) / 2 * np.diag([-1., 1., 0])])
axes_e = np.array([np.diag(m) for m in form_e]).T / np.sqrt(1.5)
rep_e = np.array([axes_e.T @ abs(g) @ axes_e for g in group])
for rep, form in ((group, abs_eps), (rep_e, form_e)):
    trial = rng.normal(size=form.shape)
    trial = trial + trial.transpose(0, 2, 1)
    mean = np.einsum('gka,gim,gjn,amn->kij', rep, group, group, trial) / 24
    size = np.sum(mean * form) / np.sum(form**2)
    assert abs(size) > 1e-3 and np.allclose(mean, size * form, atol=1e-12)


# ---------- electronic structure tools ----------
def molecule(x, charge=0):
    atoms = [[s, tuple(p)] for s, p in zip('CHHHH', x.reshape(5, 3))]
    return gto.M(atom=atoms, unit='Bohr', basis='6-31g**', charge=charge,
                 spin=charge, verbose=0)


def run(mf, dm=None):
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-7, 150
    mf.kernel(dm0=dm)
    assert mf.converged
    return mf


def neutral(x, dm=None):
    return run(scf.RHF(molecule(x)), dm)


def cation(x, dm):
    return run(scf.UHF(molecule(x, 1)), dm)


def gradient(mf):
    return mf.nuc_grad_method().kernel().ravel()


def t2_orbitals(mf):
    """Occupied t2 orbitals turned so that they transform as x, y, z."""
    c = mf.mo_coeff[:, 2:5]
    u, _, vt = np.linalg.svd(c[mf.mol.search_ao_label('C 2p')[:3]])
    return c @ (u @ vt).T


def hole_density(mf, n):
    occ = mf.mo_coeff[:, :5]
    phi = t2_orbitals(mf) @ n
    return np.array([occ @ occ.T, occ @ occ.T - np.outer(phi, phi)])


def tetrahedron(r):
    return np.concatenate([np.zeros(3), (r * vertices / np.sqrt(3)).ravel()])


breathing = tetrahedron(1.0) / 2
holes = {'D2d': np.array([0, 0, 1.]), 'C3v': np.ones(3) / np.sqrt(3),
         'C2v': np.array([1, 1, 0]) / np.sqrt(2)}

r_neutral = brentq(lambda r: gradient(neutral(tetrahedron(r))) @ breathing,
                   1.9, 2.3, xtol=1e-6)
x0 = tetrahedron(r_neutral)
ref = neutral(x0)
dm_ref = ref.make_rdm1()
c_ref = t2_orbitals(ref)


def root_overlap(mf):
    s, u = np.linalg.eigh(mf.get_ovlp())
    return (u * np.sqrt(s)) @ u.T


left = (root_overlap(ref) @ c_ref).T


def hole_matrix(x):
    """Frozen-orbital ion Hamiltonian in the reference hole basis."""
    mf = neutral(x, dm_ref)
    u, _, vt = np.linalg.svd(left @ root_overlap(mf) @ mf.mo_coeff[:, 2:5])
    t = u @ vt
    return mf.e_tot * np.eye(3) - (t * mf.mo_energy[2:5]) @ t.T


step = 0.01
W = np.array([(hole_matrix(x0 + step * e) - hole_matrix(x0 - step * e))
              / (2 * step) for e in np.eye(15)])
covariance_error = max(abs(np.einsum('cd,cij->dij', d, W)
                           - np.einsum('im,dmn,jn->dij', g, W, g)).max()
                       for g, d in zip(group, D))
assert covariance_error < 2e-5
assert abs(W.reshape(5, 3, 3, 3).sum(axis=0)).max() < 1e-3

# cusp: one-sided slope of the lowest sheet, both ways along any direction
u_dir = (proj['E'] * 1.0 + proj['T2']) @ rng.normal(size=15)
u_dir /= np.linalg.norm(u_dir)
e_low0 = ref.e_tot - ref.mo_energy[2:5].mean()
cusp = []
for sign in (1, -1):
    quot = []
    for s in (0.02, 0.01):
        mf = neutral(x0 + sign * s * u_dir, dm_ref)
        quot.append((mf.e_tot - mf.mo_energy[4] - e_low0) / s)
    found = 2 * quot[1] - quot[0]
    expected = np.linalg.eigvalsh(
        sign * np.einsum('c,cij->ij', u_dir, W))[0]
    assert abs(found - expected) < 1e-3 and found < -5e-3
    cusp.append((found, expected))

# ---------- vibrations and the linear harmonic model ----------
hess = ref.Hessian().kernel().transpose(0, 2, 1, 3).reshape(15, 15)
mass = np.repeat(ref.mol.atom_mass_list(isotope_avg=True), 3) * AMU
w2, modes = np.linalg.eigh(hess / np.sqrt(np.outer(mass, mass)))
omega = np.sqrt(abs(w2))
sets = {'t2 bend': slice(6, 9), 'e bend': slice(9, 11),
        't2 stretch': slice(12, 15)}
for name, sl in sets.items():
    label = name.split()[0].upper()
    inside = np.trace(modes[:, sl].T @ proj[label] @ modes[:, sl])
    assert abs(inside - (sl.stop - sl.start)) < 1e-4
W_mode = np.einsum('ck,cij->kij', modes / np.sqrt(mass)[:, None], W)
A = {k: W_mode[sl] / omega[sl][:, None, None] for k, sl in sets.items()}
for a in A.values():
    assert abs(np.trace(a, axis1=1, axis2=2)).max() < 1e-4
gain = {k: (np.sum(a**2) / 6 if k == 'e bend' else np.sum(a**2) / 9)
        for k, a in A.items()}
gain_t = gain['t2 bend'] + gain['t2 stretch']


def deepest(a):
    """Direct minimization of the lowest sheet over scaled coordinates."""
    def sheet(q):
        lam, v = np.linalg.eigh(np.einsum('k,kij->ij', q, a))
        n = v[:, 0]
        return q @ q / 2 + lam[0], q + np.einsum('i,kij,j->k', n, a, n)
    return -min(minimize(sheet, 0.3 * rng.normal(size=len(a)), jac=True,
                         method='BFGS').fun for _ in range(8))


A_all = np.concatenate(list(A.values()))
for k in A:
    assert abs(deepest(A[k]) - gain[k]) < 1e-5
full_gain = deepest(A_all)
assert abs(full_gain - max(gain['e bend'], gain_t)) < 1e-5
n110 = holes['C2v']
gain_ortho = np.sum(np.einsum('i,kij,j->k', n110, A_all, n110)**2) / 2
assert abs(gain_ortho - gain['e bend'] / 4 - 3 * gain_t / 4) < 1e-5


# ---------- the ion itself, orbitals relaxed ----------
def td_ion(r, n):
    x = tetrahedron(r)
    return cation(x, hole_density(neutral(x), n))


r_ion = brentq(lambda r: gradient(td_ion(r, holes['D2d'])) @ breathing,
               1.95, 2.5, xtol=1e-5)
x_ion = tetrahedron(r_ion)
td = {k: td_ion(r_ion, n) for k, n in holes.items()}
force = {k: gradient(mf) for k, mf in td.items()}
slope_e = np.linalg.norm(proj['E'] @ force['D2d'])
slope_t = np.linalg.norm(proj['T2'] @ force['C3v'])
leak_t = np.linalg.norm(proj['T2'] @ force['D2d'])
leak_e = np.linalg.norm(proj['E'] @ force['C3v'])
assert slope_e > 0.01 and slope_t > 0.01
assert leak_t < 1e-4 and leak_e < 1e-4
frozen = {k: np.einsum('i,cij,j->c', n, W, n) for k, n in holes.items()}
frozen_e = np.linalg.norm(proj['E'] @ frozen['D2d'])
frozen_t = np.linalg.norm(proj['T2'] @ frozen['C3v'])
assert frozen_e > 0.01 and frozen_t > 0.01
assert (proj['E'] @ frozen['D2d']) @ force['D2d'] > 0
e_axis = proj['E'] @ force['D2d'] / slope_e
ends = [cation(x_ion + s * e_axis, td['D2d'].make_rdm1()).e_tot
        for s in (step, -step)]
assert abs((ends[0] - ends[1]) / (2 * step) - slope_e) < 2e-4


def relax(key):
    """Quasi-Newton descent inside the symmetry left by the hole."""
    n = holes[key]
    keep = [d for g, d in zip(group, D) if abs(abs(n @ g @ n) - 1) < 1e-9]
    val, vecs = np.linalg.eigh(np.mean(keep, axis=0))
    basis = vecs[:, val > 0.5]
    shift = np.tile(np.eye(3), 5) / np.sqrt(5)
    b = basis.T @ (hess + 0.5 * shift.T @ shift) @ basis
    x, mf, full = x_ion.copy(), td[key], force[key]
    for _ in range(60):
        g = basis.T @ full
        if abs(g).max() < 4e-4:
            break
        s = -np.linalg.solve(b, g)
        s *= min(1, 0.4 / np.linalg.norm(s))
        x = x + basis @ s
        mf = cation(x, mf.make_rdm1())
        full = gradient(mf)
        y = basis.T @ full - g
        if s @ y > 1e-8:
            bs = b @ s
            b = b + np.outer(y, y) / (s @ y) - np.outer(bs, bs) / (s @ bs)
    assert abs(basis.T @ full).max() < 4e-4
    assert np.linalg.norm(full - basis @ (basis.T @ full)) < 1e-3
    return x.reshape(5, 3), mf, len(keep)


def mp2_energy(mf):
    return mf.e_tot + mp.UMP2(mf, frozen=1).kernel()[0]


td_hf = [mf.e_tot for mf in td.values()]
td_mp2 = [mp2_energy(mf) for mf in td.values()]
relaxed = {}
for key in holes:
    x, mf, order = relax(key)
    bonds = x[1:] - x[0]
    length = np.linalg.norm(bonds, axis=1)
    cosines = (bonds @ bonds.T / np.outer(length, length))[
        np.triu_indices(4, 1)]
    relaxed[key] = (min(td_hf) - mf.e_tot, min(td_mp2) - mp2_energy(mf),
                    length.min(), length.max(),
                    np.degrees(np.arccos(cosines.max())), order)
    assert relaxed[key][0] > 0.1 / EV

# ---------- sizes of neglected effects ----------
toy = gto.M(atom='H 0 0 0', basis={'H': [[1, [1.0, 1.0]]]}, spin=1, verbose=0)
with toy.with_rinv_origin((0, 0, 0)):
    toy_int = abs(toy.intor('int1e_prinvxp', comp=3)[2][0, 1])
inv_r3 = (quad(lambda r: r * np.exp(-2 * r * r), 0, 12)[0]
          / quad(lambda r: r**4 * np.exp(-2 * r * r), 0, 12)[0])
assert abs(toy_int / inv_r3 - 1) < 1e-6
so_int = 0
for ia in range(5):
    with ref.mol.with_rinv_origin(ref.mol.atom_coord(ia)):
        so_int = so_int + ref.mol.atom_charge(ia) * ref.mol.intor(
            'int1e_prinvxp', comp=3)
zeta = sc.alpha**2 / 2 * abs((c_ref.T @ so_int[2] @ c_ref)[0, 1])
levi = np.array([[[(i - j) * (j - k) * (k - i) / 2 for k in range(3)]
                  for j in range(3)] for i in range(3)])
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ls = sum(np.kron(-1j * levi[k], pauli[k] / 2) for k in range(3))
ls_val, ls_vec = np.linalg.eigh(ls)
five = np.sort(ls_val.sum() - ls_val)
assert np.allclose(five[:4], five[0]) and five[4] > five[0] + 1
quartet = ls_vec[:, 2:]
so_slopes = []
for m in (form_e[0], abs_eps.sum(axis=0) / np.sqrt(3)):
    inner = quartet.conj().T @ np.kron(m, np.eye(2)) @ quartet
    # the larger magnitude serves either sign of the displacement
    so_slopes.append(abs(np.linalg.eigvalsh(inner)).max()
                     / abs(np.linalg.eigvalsh(m)).max())
assert min(so_slopes) > 0.1
dip = np.einsum('ai,kab,bj->kij', c_ref, ref.mol.intor('int1e_r'), c_ref)
d_xyz = dip[2, 0, 1]
assert np.allclose(dip, d_xyz * abs_eps, atol=1e-5)
field, gas_T = 1e5, 400.0
zero_point = sum(omega[sl].sum() for sl in sets.values()) / 2


# ---------- output ----------
def content(d):
    return ' + '.join((str(m) if m > 1 else '') + k for k, m in d.items() if m)


SL = EV / ANG
print('group order:', len(group))
print('all 15 motions:', content(all_motion))
print('vibrations:', content(vibrations))
print('symmetric square of T2:', content(sym_square))
print('antisymmetric square of T2:', content(anti_square))
print(f'neutral CH bond, RHF: {r_neutral*ANG:.4f} angstrom')
print(f'covariance error of W: {covariance_error:.1e} hartree/bohr')
for way, (found, expected) in zip(('+u', '-u'), cusp):
    print(f'lowest-sheet slope along {way}: direct {found:.5f}, '
          f'from W {expected:.5f} hartree/bohr')
for k, sl in sets.items():
    print(f'{k}: wavenumber {omega[sl].mean()*CM:.0f} cm^-1, '
          f'linear-model gain {gain[k]*EV:.4f} eV')
print(f'trigonal gain, both t2 modes: {gain_t*EV:.4f} eV')
print(f'orthorhombic point gain: {gain_ortho*EV:.4f} eV')
print(f'deepest gain by direct minimization: {full_gain*EV:.4f} eV')
print(f'best tetrahedral CH bond of ion, UHF: {r_ion*ANG:.4f} angstrom')
print('slopes per unit normalized Cartesian displacement:')
print(f'  e, hole z: frozen {frozen_e*SL:.3f}, UHF {slope_e*SL:.3f} eV/angstrom')
print(f'  t2, hole 111: frozen {frozen_t*SL:.3f}, '
      f'UHF {slope_t*SL:.3f} eV/angstrom')
print(f'  forbidden t2 part, hole z: {leak_t*SL:.1e} eV/angstrom')
print(f'  forbidden e part, hole 111: {leak_e*SL:.1e} eV/angstrom')
for k, (hf, m2, short, long_, angle, order) in relaxed.items():
    print(f'{k} (order {order}) gain: UHF {hf*EV:.3f}, MP2 {m2*EV:.3f} eV')
    print(f'  CH {short*ANG:.3f} to {long_*ANG:.3f} angstrom, '
          f'smallest HCH angle {angle:.1f} deg')
print(f'hole-direction spread at Td: UHF {np.ptp(td_hf)*EV:.4f}, '
      f'MP2 {np.ptp(td_mp2)*EV:.4f} eV')
print(f'zero-point energy of e and t2 modes (neutral): {zero_point*EV:.3f} eV')
print(f'thermal energy kT at {gas_T:.0f} K: {sc.k*gas_T/sc.e:.4f} eV')
print(f'unscreened spin-orbit splitting: {1.5*zeta*EV*1000:.2f} meV')
print(f'coupling kept in spin-orbit quartet: e {so_slopes[0]:.3f}, '
      f't2 {so_slopes[1]:.3f}')
print(f'Stark matrix element at {field/1e5:.0f} kV/cm: '
      f'{abs(d_xyz)*BOHR*field:.1e} eV')
print('done: every assertion held')
```

Running it gives:

```
group order: 24
all 15 motions: A1 + E + T1 + 3T2
vibrations: A1 + E + 2T2
symmetric square of T2: A1 + E + T2
antisymmetric square of T2: T1
neutral CH bond, RHF: 1.0836 angstrom
covariance error of W: 1.7e-11 hartree/bohr
lowest-sheet slope along +u: direct -0.09490, from W -0.09490 hartree/bohr
lowest-sheet slope along -u: direct -0.10995, from W -0.10995 hartree/bohr
t2 bend: wavenumber 1469 cm^-1, linear-model gain 0.8817 eV
e bend: wavenumber 1685 cm^-1, linear-model gain 1.4424 eV
t2 stretch: wavenumber 3286 cm^-1, linear-model gain 0.4370 eV
trigonal gain, both t2 modes: 1.3187 eV
orthorhombic point gain: 1.3496 eV
deepest gain by direct minimization: 1.4424 eV
best tetrahedral CH bond of ion, UHF: 1.1309 angstrom
slopes per unit normalized Cartesian displacement:
  e, hole z: frozen 5.511, UHF 4.789 eV/angstrom
  t2, hole 111: frozen 12.960, UHF 10.771 eV/angstrom
  forbidden t2 part, hole z: 4.6e-13 eV/angstrom
  forbidden e part, hole 111: 9.1e-14 eV/angstrom
D2d (order 8) gain: UHF 1.184, MP2 1.338 eV
  CH 1.110 to 1.110 angstrom, smallest HCH angle 96.6 deg
C3v (order 6) gain: UHF 1.073, MP2 0.933 eV
  CH 1.083 to 1.376 angstrom, smallest HCH angle 95.4 deg
C2v (order 4) gain: UHF 1.418, MP2 1.488 eV
  CH 1.075 to 1.170 angstrom, smallest HCH angle 54.7 deg
hole-direction spread at Td: UHF 0.2222, MP2 0.0470 eV
zero-point energy of e and t2 modes (neutral): 1.093 eV
thermal energy kT at 400 K: 0.0345 eV
unscreened spin-orbit splitting: 5.41 meV
coupling kept in spin-orbit quartet: e 0.500, t2 0.500
Stark matrix element at 1 kV/cm: 3.0e-06 eV
done: every assertion held
```
